# Why does stable Crank-Nicolson diffusion give negative dopant concentrations?: verification in Python

```python
# RESULT UNDER TEST
# Crank-Nicolson (CN) diffusion is stable for every step size, yet a one-cell
# dopant spike turns negative when r = D*dt/h^2 > 3/2 on a large grid.
# Backward Euler (BE) keeps every non-negative profile non-negative.
# Symbols: D diffusivity, dt time step, h cell width, r mesh ratio,
# s = sqrt(1+2r), rho = (1+r-s)/r, u = concentration / initial spike height.
# "closed" walls pass no flux; "zero" walls hold zero concentration outside.
import numpy as np
from scipy.constants import k as k_B, e as q_e, epsilon_0
from scipy.linalg import solve_banded
from scipy.optimize import brentq
from scipy.special import erf, erfc, ive


def second_difference(n, wall="closed"):
    L = 2*np.eye(n) - np.eye(n, k=1) - np.eye(n, k=-1)
    if wall == "closed":
        L[0, 0] -= 1
        L[-1, -1] -= 1
    return L


def cn_matrix(r, L):
    one = np.eye(len(L))
    return np.linalg.solve(one + r/2*L, one - r/2*L)


def be_matrix(r, L):
    one = np.eye(len(L))
    return np.linalg.solve(one + r*L, one)


def march(matrix, u, steps):
    history = [u]
    for _ in range(steps):
        history.append(matrix @ history[-1])
    return np.array(history)


# ---------- example parameters (rough typical values for Sb in Si) ----------
T = 1273.0            # K
D_cm = 8e-16          # cm^2/s
D = D_cm*1e14         # nm^2/s
E_act = 3.65          # eV
n_i = 1e19            # cm^-3, at the anneal temperature
solubility = 5e19     # cm^-3
eps_r = 11.7          # silicon
dose = 1e12           # cm^-2
h = 1.0               # nm
dt = 125.0            # s
steps = 6
N = 201
mid = N//2
r = D*dt/h**2
total_time = steps*dt
R = r*steps
C0 = dose/(h*1e-7)    # cm^-3
j = np.arange(N) - mid
L = second_difference(N)
spike = np.zeros(N)
spike[mid] = 1.0
CN, BE = cn_matrix(r, L), be_matrix(r, L)
half = be_matrix(r/2, L)

# ---------- stability in the root-mean-square norm, not in the maximum norm --
for ratio in (0.3, 10.0, 1e4):
    assert np.linalg.norm(cn_matrix(ratio, L), 2) < 1 + 1e-9
s = np.sqrt(1 + 2*r)
rho = (1 + r - s)/r
max_gain = np.abs(CN[mid]).sum()
assert abs(max_gain - (3 - 4/s)) < 1e-10

# ---------- one-step kernel and the sign threshold ----------
kernel = 2*rho**np.abs(j)/s - spike
assert np.max(np.abs(CN @ spike - kernel)) < 1e-12


def threshold(n, wall):
    A = second_difference(n, wall)
    return brentq(lambda x: np.min(np.diag(cn_matrix(x, A))), 0.5, 4.0)


r_large = threshold(101, "closed")
r_small = threshold(3, "closed")
r_single = threshold(1, "zero")
assert abs(r_large - 1.5) < 1e-9
assert r_small > 1.5 and abs(r_single - 1) < 1e-9
for n in (2, 3, 10, 101):
    assert cn_matrix(1.5, second_difference(n)).min() > -1e-13
    assert cn_matrix(1.0, second_difference(n, "zero")).min() > -1e-13

# ---------- backward Euler: non-negative, also for variable diffusivity ------
rng = np.random.default_rng(4)
for ratio in (0.1, 1.5, 10.0, 1e4):
    assert be_matrix(ratio, L).min() > -1e-13
for _ in range(5):
    face = 10**rng.uniform(-2, 4, N - 1)
    grad = np.diff(np.eye(N), axis=0)
    variable = be_matrix(1.0, grad.T @ (face[:, None]*grad))
    assert variable.min() > -1e-11
    assert np.max(np.abs(variable.sum(axis=0) - 1)) < 1e-8

# ---------- the anneal: dose and variance are blind to the fault ----------
cn_run = march(CN, spike, 60)
be_run = march(BE, spike, steps)
for n in range(1, steps + 1):
    for run in (cn_run, be_run):
        assert abs(run[n].sum() - 1) < 1e-10
        assert abs((j**2*run[n]).sum() - 2*r*n) < 1e-6
assert be_run.min() > -1e-14 and cn_run[1].min() < 0
clipped_dose = np.clip(cn_run[1], 0, None).sum()

# ---------- how long the sign flips last ----------
n_all = np.arange(1, 61)
long_wave = 1/np.sqrt(4*np.pi*r*n_all)
short_wave = (-1.0)**n_all*erfc(np.sqrt(n_all/r))
centre_law = short_wave + long_wave
late = (n_all >= 6) & (n_all <= 40)
# 3 percent: the law keeps only leading terms for large r and n
deviation = np.abs(cn_run[1:, mid] - centre_law)/long_wave
assert deviation[late].max() < 0.03
last_run = n_all[cn_run[1:, mid] < 0].max()
last_law = n_all[centre_law < 0].max()
last_any = n_all[cn_run[1:].min(axis=1) < -1e-12].max()
assert last_run == last_law

# ---------- resolved profiles survive a large step ----------
for ratio in (2.0, 10.0, 100.0):
    gauss = np.exp(-j**2/(2*(ratio/2)))
    assert (cn_matrix(ratio, L) @ gauss).min() > -1e-14
narrow_min = (CN @ np.exp(-j**2/2.0)).min()
assert narrow_min < 0
sigma_safe = np.sqrt(D*dt/2)

# ---------- cure: backward Euler half-steps before Crank-Nicolson ----------
cure_kernel = rho**np.abs(j)*(1/s + 2*np.abs(j))/s**2
assert np.max(np.abs(CN @ half @ spike - cure_kernel)) < 1e-12
for ratio in (2.0, 10.0, 1000.0):
    H, C = be_matrix(ratio/2, L), cn_matrix(ratio, L)
    for k in (1, 2, 4):
        start = np.linalg.matrix_power(H, k)
        for m in range(1, k + 1):
            assert (np.linalg.matrix_power(C, m) @ start).min() > -1e-13
started = march(half, spike, 4)[-1]
cured_run = march(CN, started, 4)
assert cured_run.min() > -1e-14

# ---------- accuracy against the time-exact grid solution ----------
exact = ive(np.abs(j), 2*R)
fine = march(cn_matrix(1.5, L), spike, round(R/1.5))
assert fine.min() > -1e-13
one_be = be_matrix(R, L) @ spike
finals = {"CN, 6 steps": cn_run[steps], "BE, 6 steps": be_run[steps],
          "4 BE halves + 4 CN": cured_run[-1],
          "CN, %d steps" % round(R/1.5): fine[-1], "BE, 1 step": one_be}
error = {name: np.abs(u - exact).sum() for name, u in finals.items()}
assert error["BE, 6 steps"] < error["CN, 6 steps"]
assert error["4 BE halves + 4 CN"] < error["CN, 6 steps"]
s_one = np.sqrt(1 + 4*R)
rho_one = (1 + 2*R - s_one)/(2*R)
near = np.abs(j) <= 30   # away from the walls, whose images are small there
assert np.max(np.abs(one_be - rho_one**np.abs(j)/s_one)[near]) < 1e-6


def centre_error(builder, count):
    u = march(builder(R/count, L), spike, count)[-1]
    return abs(u[mid] - exact[mid])


be_ratio = centre_error(be_matrix, 60)/centre_error(be_matrix, 120)
cn_ratio = centre_error(cn_matrix, 60)/centre_error(cn_matrix, 120)
assert abs(be_ratio - 2) < 0.1 and abs(cn_ratio - 4) < 0.2

# ---------- size of neglected effects ----------


def enhancement(C):
    # singly negative vacancies only, local neutrality, built-in field
    electrons = C/(2*n_i) + np.sqrt((C/(2*n_i))**2 + 1)
    return electrons*(1 + C/np.sqrt(C**2 + 4*n_i**2))


def nonlinear_anneal(enhanced, small_dt=1.0):
    u = spike.copy()
    for _ in range(round(total_time/small_dt)):
        factor = enhancement(C0*u) if enhanced else np.ones(N)
        f = D*small_dt/h**2*(factor[1:] + factor[:-1])/2
        band = np.zeros((3, N))
        band[0, 1:] = -f
        band[2, :-1] = -f
        band[1] = 1
        band[1, :-1] += f
        band[1, 1:] += f
        u = solve_banded((1, 1), band, u)
    return u


plain, enhanced = nonlinear_anneal(False), nonlinear_anneal(True)
width_plain = np.sqrt((j**2*plain).sum())*h
width_enh = np.sqrt((j**2*enhanced).sum())*h
assert abs(width_plain - np.sqrt(2*D*total_time)) < 1e-3
debye = np.sqrt(eps_r*epsilon_0*k_B*T/(q_e**2*2*n_i*1e6))*1e9
ten_kelvin = np.exp(E_act*q_e/k_B*(1/T - 1/(T + 10)))
beyond_wall = erfc(N*h/2/np.sqrt(4*D*total_time))
continuum_peak = erf(h/(4*np.sqrt(D*total_time)))

# ---------- output ----------
print("T = %.0f K, D = %.1e cm2/s = %.3f nm2/s" % (T, D_cm, D))
print("dose = %.1e cm-2, cell = %.1f nm, cells = %d" % (dose, h, N))
print("initial spike = %.2e cm-3" % C0)
print("dt = %.0f s, steps = %d, total = %.0f s" % (dt, steps, total_time))
print("r = %.2f, s = %.4f, rho = %.4f" % (r, s, rho))
print("CN factor of shortest wave = %.4f" % ((1 - 2*r)/(1 + 2*r)))
print("CN maximum-norm gain, one step = %.4f" % max_gain)
print("sign threshold r, 101 closed cells = %.4f" % r_large)
print("sign threshold r, 3 closed cells = %.4f" % r_small)
print("sign threshold r, 1 cell, zero walls = %.4f" % r_single)
print("largest safe CN step = %.2f s" % (1.5*h**2/D))
print("Concentrations in 1e18 cm-3:")
print("step  CN centre  CN lowest  BE centre  exact centre")
for n in range(1, steps + 1):
    row = (cn_run[n, mid], cn_run[n].min(), be_run[n, mid], ive(0, 2*r*n))
    print("%d %10.4f %10.4f %10.4f %10.4f" % ((n,) + tuple(
        x*C0/1e18 for x in row)))
print("CN nearest neighbour, step 1 = %.4f" % (cn_run[1, mid+1]*C0/1e18))
print("CN nearest neighbour, step 2 = %.4f" % (cn_run[2, mid+1]*C0/1e18))
print("dose after clipping step 1 = %.4f of true dose" % clipped_dose)
print("CN variance after 6 steps = %.4f nm2" % (
    (j**2*cn_run[steps]).sum()*h**2))
print("last step, negative centre: run %d, law %d" % (last_run, last_law))
print("last step with any negative cell = %d" % last_any)
print("Gaussian width safe in first CN step = %.3f nm" % sigma_safe)
print("1 nm Gaussian, lowest after CN step = %.4f of peak" % narrow_min)
print("Final peak (1e17 cm-3), summed |error| / dose:")
print("time-exact on grid: %.4f" % (exact[mid]*C0/1e17))
for name, u in finals.items():
    print("%s: %.4f, %.5f" % (name, u[mid]*C0/1e17, error[name]))
print("error ratio on halving dt: BE %.3f, CN %.3f" % (be_ratio, cn_ratio))
print("Neglected effects:")
print("continuum peak = %.4f e17 cm-3" % (continuum_peak*C0/1e17))
print("D enhancement at initial spike = %.3f" % enhancement(C0))
print("D enhancement at final peak = %.3f" % enhancement(C0*exact[mid]))
print("final width: constant D %.3f nm, enhanced %.3f nm" % (
    width_plain, width_enh))
print("Debye length (intrinsic) = %.2f nm" % debye)
print("D factor for +10 K = %.3f" % ten_kelvin)
print("initial spike / solubility = %.2f" % (C0/solubility))
print("mean lateral dopant spacing = %.1f nm" % (1e7/np.sqrt(dose)))
print("free-space fraction beyond walls = %.1e" % beyond_wall)
print("tests ok")
```

Running it gives:

```
T = 1273 K, D = 8.0e-16 cm2/s = 0.080 nm2/s
dose = 1.0e+12 cm-2, cell = 1.0 nm, cells = 201
initial spike = 1.00e+19 cm-3
dt = 125 s, steps = 6, total = 750 s
r = 10.00, s = 4.5826, rho = 0.6417
CN factor of shortest wave = -0.9048
CN maximum-norm gain, one step = 2.1271
sign threshold r, 101 closed cells = 1.5000
sign threshold r, 3 closed cells = 2.0000
sign threshold r, 1 cell, zero walls = 1.0000
largest safe CN step = 18.75 s
Concentrations in 1e18 cm-3:
step  CN centre  CN lowest  BE centre  exact centre
1    -5.6356    -5.6356     1.5617     0.8978
2     5.8435    -1.4451     0.7999     0.6328
3    -3.8543    -3.8543     0.5955     0.5161
4     4.1375    -1.3821     0.4954     0.4467
5    -2.7641    -2.7641     0.4331     0.3994
6     3.0868    -1.1575     0.3897     0.3646
CN nearest neighbour, step 1 = 2.8008
CN nearest neighbour, step 2 = -1.4451
dose after clipping step 1 = 1.5636 of true dose
CN variance after 6 steps = 120.0000 nm2
last step, negative centre: run 27, law 27
last step with any negative cell = 27
Gaussian width safe in first CN step = 2.236 nm
1 nm Gaussian, lowest after CN step = -0.1725 of peak
Final peak (1e17 cm-3), summed |error| / dose:
time-exact on grid: 3.6456
CN, 6 steps: 30.8681, 0.64552
BE, 6 steps: 3.8965, 0.05630
4 BE halves + 4 CN: 3.6731, 0.00699
CN, 40 steps: 3.6453, 0.00009
BE, 1 step: 6.4416, 0.28302
error ratio on halving dt: BE 2.009, CN 3.999
Neglected effects:
continuum peak = 3.6406 e17 cm-3
D enhancement at initial spike = 2.342
D enhancement at final peak = 1.037
final width: constant D 10.954 nm, enhanced 11.091 nm
Debye length (intrinsic) = 1.88 nm
D factor for +10 K = 1.296
initial spike / solubility = 0.20
mean lateral dopant spacing = 10.0 nm
free-space fraction beyond walls = 4.5e-20
tests ok
```
